# Hartree–Fock Stability and Its Closed-Shell Singlet and Triplet Problems: a numerical check

```python
"""Hartree-Fock stability matrix and its closed-shell factorization.

Result under test: for a stationary determinant rotated by
exp(sum kappa_ai a+_a a_i - h.c.), the second-order energy is
    E2 = kappa^+ A kappa + Re(kappa^+ B kappa*),
    A[ai,bj] = f_ab d_ij - f_ji d_ab + <aj||ib>,  B[ai,bj] = <ab||ij>.
For a real closed shell the matrix [[A,B],[B*,A*]] splits into
    real singlet   D + 4(ai|bj) - (ab|ij) - (aj|bi)   (once)
    real triplet   D - (ab|ij) - (aj|bi)              (three times)
    imaginary      D - (ab|ij) + (aj|bi)              (four times)
i,j: occupied; a,b: virtual; D: diagonal orbital-energy differences;
(pq|rs): two-electron integrals in charge-density order.
Algebra is in atomic units; printed numbers are in eV and angstrom.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import ao2mo, gto, scf

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)


def half_second_derivative(func, step=0.02):
    """Five-point estimate of func''(0)/2."""
    return (-func(2 * step) + 16 * func(step) - 30 * func(0.0)
            + 16 * func(-step) - func(-2 * step)) / (24 * step**2)


def ab_blocks(fock, anti, occ, vir):
    """A and B, index order [a,i,b,j], from anti[p,q,r,s] = <pq||rs>."""
    a_block = (np.einsum("ab,ij->aibj", fock[np.ix_(vir, vir)], np.eye(len(occ)))
               - np.einsum("ab,ji->aibj", np.eye(len(vir)), fock[np.ix_(occ, occ)])
               + anti[np.ix_(vir, occ, occ, vir)].transpose(0, 2, 3, 1))
    b_block = anti[np.ix_(vir, vir, occ, occ)].transpose(0, 2, 1, 3)
    return a_block, b_block


def fock_space_test():
    """Compare A, B and E2 with explicit many-body states, complex Hamiltonian."""
    m, n_occ = 6, 3
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (m - p - 1))
           for p in range(m)]
    one = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
    one = one + one.conj().T
    two = 0.2 * (rng.normal(size=(m,) * 4) + 1j * rng.normal(size=(m,) * 4))
    two = two - two.transpose(1, 0, 2, 3)
    two = two - two.transpose(0, 1, 3, 2)
    two = two + two.transpose(2, 3, 0, 1).conj()
    fock = one + np.einsum("pjqj->pq", two[:, :n_occ, :, :n_occ])
    # shift the one-body part so that the reference determinant is stationary
    for rows, cols in ((slice(n_occ, m), slice(0, n_occ)),
                       (slice(0, n_occ), slice(n_occ, m))):
        one[rows, cols] -= fock[rows, cols]
        fock[rows, cols] = 0
    pairs = np.array([[ann[s] @ ann[r] for s in range(m)] for r in range(m)])
    ham = sum(one[p, q] * ann[p].T @ ann[q] for p in range(m) for q in range(m))
    ham = ham + 0.25 * sum(pairs[p, q].T @ np.tensordot(two[p, q], pairs, 2)
                           for p in range(m) for q in range(m))
    ref = np.zeros(2**m)
    ref[0] = 1
    for p in reversed(range(n_occ)):
        ref = ann[p].T @ ref
    e_ref = (ref @ ham @ ref).real
    occ, vir = list(range(n_occ)), list(range(n_occ, m))
    excite = [ann[a].T @ ann[i] for a in vir for i in occ]
    singles = np.array([x @ ref for x in excite])
    a_def = singles @ (ham - e_ref * np.eye(2**m)) @ singles.T
    b_def = np.array([[(x @ y @ ref) @ ham @ ref for y in excite] for x in excite])
    a_formula, b_formula = (z.reshape(9, 9) for z in ab_blocks(fock, two, occ, vir))
    error = max(abs(a_def - a_formula).max(), abs(b_def - b_formula).max())
    assert error < 1e-10
    kappa = rng.normal(size=9) + 1j * rng.normal(size=9)
    kappa /= np.linalg.norm(kappa)
    gen = sum(k * x for k, x in zip(kappa, excite))
    gen = gen - gen.conj().T

    def energy(t):
        state = expm(t * gen) @ ref
        return (state.conj() @ ham @ state).real
    numeric = half_second_derivative(energy)
    formula = (kappa.conj() @ a_formula @ kappa
               + (kappa.conj() @ b_formula @ kappa.conj()).real).real
    assert abs(numeric - formula) < 1e-4 * max(1, abs(formula))
    return error


def closed_shell_parts(eri, eps, n_occ):
    """Gap, (ai|bj), (ab|ij) and (aj|bi) as matrices over pairs (a,i)."""
    o, v = slice(0, n_occ), slice(n_occ, None)
    size = n_occ * (len(eps) - n_occ)
    gap = np.diag((eps[v, None] - eps[None, o]).ravel())
    ring = eri[v, o, v, o].reshape(size, size)
    ladder = eri[v, v, o, o].transpose(0, 2, 1, 3).reshape(size, size)
    crossed = eri[v, o, v, o].transpose(0, 3, 2, 1).reshape(size, size)
    return gap, ring, ladder, crossed


def stability_matrices(parts):
    gap, ring, ladder, crossed = parts
    return (gap + 4 * ring - ladder - crossed,
            gap - ladder - crossed,
            gap - ladder + crossed)


class Benzene:
    """RHF/STO-3G benzene, regular hexagon in the xy plane."""

    def __init__(self, cc_length, ch_length=1.09):
        angles = np.arange(6) * np.pi / 3
        atoms = [(s, (r * np.cos(t), r * np.sin(t), 0.0))
                 for s, r in (("C", cc_length), ("H", cc_length + ch_length))
                 for t in angles]
        self.mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
        self.rhf = scf.RHF(self.mol)
        self.rhf.chkfile = None
        self.rhf.conv_tol, self.rhf.conv_tol_grad = 1e-11, 1e-6
        self.rhf.max_cycle = 150
        self.rhf.kernel()
        assert self.rhf.converged
        self.coeff, self.eps = self.rhf.mo_coeff, self.rhf.mo_energy
        self.n, self.n_occ = len(self.eps), self.mol.nelectron // 2
        ao_eri = self.mol.intor("int2e", aosym="s8")
        self.eri = ao2mo.incore.full(ao_eri, self.coeff,
                                     compact=False).reshape((self.n,) * 4)
        self.parts = closed_shell_parts(self.eri, self.eps, self.n_occ)
        self.matrices = stability_matrices(self.parts)

    def prepare_energy(self):
        n = self.n
        self.core = self.coeff.T @ self.rhf.get_hcore() @ self.coeff
        self.direct = self.eri.reshape(n * n, n * n)
        self.exchange = self.eri.transpose(0, 3, 1, 2).reshape(n * n, n * n)

    def generator(self, amplitudes):
        """Antihermitian generator from {spin index: amplitude vector}."""
        gen = np.zeros((2 * self.n, 2 * self.n), dtype=complex)
        for mu, vector in amplitudes.items():
            block = np.zeros((self.n, self.n), dtype=complex)
            block[self.n_occ:, :self.n_occ] = vector.reshape(-1, self.n_occ)
            gen += np.kron(PAULI[mu], block) / np.sqrt(2)
        return gen - gen.conj().T

    def density(self, gen):
        """Spin blocks [s,t,p,q] of the rotated determinant's density."""
        filled = np.tile(np.arange(self.n) < self.n_occ, 2)
        orbitals = expm(gen)[:, filled]
        dens = orbitals @ orbitals.conj().T
        return dens.reshape(2, self.n, 2, self.n).transpose(0, 2, 1, 3)

    def energy(self, gen):
        """Energy expectation value of the rotated general determinant."""
        blocks = self.density(gen)
        total = (blocks[0, 0] + blocks[1, 1]).real.ravel()
        flat = blocks.reshape(4, -1)
        columns = np.vstack([flat.real, flat.imag]).T
        return (self.mol.energy_nuc() + self.core.ravel() @ total
                + 0.5 * total @ (self.direct @ total)
                - 0.5 * np.sum(columns * (self.exchange @ columns)))


def lowest(matrix):
    return np.linalg.eigvalsh(matrix)[0]


fock_error = fock_space_test()
print(f"Fock-space test, largest error in A and B (model units): {fock_error:.1e}")

# Scan of the C-C length
lengths = [1.10, 1.20, 1.30, 1.40, 1.50, 1.60]
systems = {r: Benzene(r) for r in lengths}
scan = {r: [lowest(mat) for mat in systems[r].matrices] for r in lengths}
print("benzene RHF/STO-3G, chosen C-H length: 1.09 angstrom")
print("lowest eigenvalues in eV: real singlet, real triplet, imaginary")
for r in lengths:
    print(f"  C-C {r:.2f} angstrom: " + "  ".join(f"{EV * x:9.4f}" for x in scan[r]))
    assert scan[r][1] <= scan[r][0] + 1e-9
    assert lowest(systems[r].parts[1]) > -1e-9

# Detailed tests at 1.40 angstrom
ben = systems[1.40]
ben.prepare_energy()
assert abs(ben.energy(ben.generator({})) - ben.rhf.e_tot) < 1e-7
worst = 0.0
for mu in range(4):
    for phase in (1, 1j):
        which = 2 if phase == 1j else (0 if mu == 0 else 1)
        values, vectors = np.linalg.eigh(ben.matrices[which])
        gen = ben.generator({mu: phase * vectors[:, 0]})
        curvature = half_second_derivative(lambda t: ben.energy(t * gen))
        worst = max(worst, abs(curvature - values[0]))
assert worst < 2e-5
pairs_count = ben.matrices[0].shape[0]
mixed = rng.normal(size=(4, pairs_count)) + 1j * rng.normal(size=(4, pairs_count))
mixed /= np.linalg.norm(mixed)
gen = ben.generator(dict(enumerate(mixed)))
mixed_numeric = half_second_derivative(lambda t: ben.energy(t * gen))
mixed_formula = sum(k.real @ ben.matrices[0 if mu == 0 else 1] @ k.real
                    + k.imag @ ben.matrices[2] @ k.imag
                    for mu, k in enumerate(mixed))
assert abs(mixed_numeric - mixed_formula) < 1e-4

# Full spin-orbital matrix in the pi space
is_pz = np.array(["2pz" in label for label in ben.mol.ao_labels()])
pi_share = (ben.coeff[is_pz]**2).sum(axis=0) / (ben.coeff**2).sum(axis=0)
pi_orbitals = np.flatnonzero(pi_share > 0.5)
assert len(pi_orbitals) == 6 and np.sum(pi_orbitals < ben.n_occ) == 3
pi_eri = ben.eri[np.ix_(*[pi_orbitals] * 4)]
pi_eps = ben.eps[pi_orbitals]
spin_eri = np.einsum("pqrs,ab,cd->apbqcrds", pi_eri, np.eye(2),
                     np.eye(2)).reshape((12,) * 4)
coulomb = spin_eri.transpose(0, 2, 1, 3)
anti = coulomb - coulomb.transpose(0, 1, 3, 2)
a_pi, b_pi = (z.reshape(36, 36) for z in ab_blocks(
    np.diag(np.tile(pi_eps, 2)), anti, [0, 1, 2, 6, 7, 8], [3, 4, 5, 9, 10, 11]))
full_spectrum = np.linalg.eigvalsh(np.block([[a_pi, b_pi], [b_pi, a_pi]]))
pi_spectra = [np.linalg.eigvalsh(mat) for mat in
              stability_matrices(closed_shell_parts(pi_eri, pi_eps, 3))]
union = np.sort(np.concatenate([np.repeat(s, c)
                                for s, c in zip(pi_spectra, (1, 3, 4))]))
spectrum_error = abs(full_spectrum - union).max()
assert spectrum_error < 1e-9

print(f"spatial particle-hole pairs: {pairs_count}")
print(f"pi-space full matrix dimension: {len(full_spectrum)}")
print(f"pi-space spectrum, largest mismatch: {EV * spectrum_error:.1e} eV")
print("pi-space lowest (real singlet, real triplet, imaginary): "
      + ", ".join(f"{EV * s[0]:.4f}" for s in pi_spectra) + " eV")
print(f"eight-channel curvature test, largest error: {EV * worst:.1e} eV")
print(f"random mixed direction, E2 from energies: {EV * mixed_numeric:.4f} eV")
print(f"random mixed direction, E2 from matrices: {EV * mixed_formula:.4f} eV")

mode = np.linalg.eigh(ben.matrices[1])[1][:, 0]
gap, ring, ladder, crossed = (mode @ part @ mode for part in ben.parts)
pi_flag = pi_share > 0.5
pi_pair = np.outer(pi_flag[ben.n_occ:], pi_flag[:ben.n_occ]).ravel()
print("lowest real triplet mode at C-C 1.40 angstrom:")
print(f"  HOMO-LUMO gap: {EV * (ben.eps[ben.n_occ] - ben.eps[ben.n_occ - 1]):.4f} eV")
print(f"  mean orbital gap in the mode: {EV * gap:.4f} eV")
print(f"  term -(ab|ij): {-EV * ladder:.4f} eV")
print(f"  term -(aj|bi): {-EV * crossed:.4f} eV")
print(f"  sum, the eigenvalue: {EV * (gap - ladder - crossed):.4f} eV")
print(f"  extra singlet term 4(ai|bj) in this mode: {4 * EV * ring:.4f} eV")
print(f"  pi to pi* weight: {np.sum(mode[pi_pair]**2):.4f}")

# Onset of the triplet instability, if the scan contains one
brackets = [(l, r) for l, r in zip(lengths[:-1], lengths[1:])
            if scan[l][1] > 0 > scan[r][1]]
if brackets:
    onset = brentq(lambda r: lowest(Benzene(r).matrices[1]), *brackets[0], xtol=1e-5)
    at_onset = Benzene(onset)
    at_onset.prepare_energy()
    soft = np.linalg.eigh(at_onset.matrices[1])[1][:, 0]
    gen = at_onset.generator({3: soft})
    flat = half_second_derivative(lambda t: at_onset.energy(t * gen))
    assert abs(flat) < 1e-4
    print(f"triplet onset at C-C length: {onset:.4f} angstrom")
    print(f"energy curvature E2 at the onset: {EV * flat:.1e} eV")
else:
    print("triplet onset: no change from stable to unstable in the scan")

# Follow the triplet mode to a UHF solution at 1.60 angstrom
far = systems[1.60]
far.prepare_energy()
assert scan[1.60][1] < 0
mode = np.linalg.eigh(far.matrices[1])[1][:, 0]
gen = far.generator({3: mode})
steps = np.linspace(0.1, 1.5, 15)
ray = np.array([far.energy(t * gen) for t in steps])
best = int(np.argmin(ray))
assert ray[best] < far.rhf.e_tot
blocks = far.density(steps[best] * gen).real
guess = np.array([far.coeff @ blocks[s, s] @ far.coeff.T for s in (0, 1)])
uhf = scf.UHF(far.mol)
uhf.chkfile = None
uhf.conv_tol, uhf.max_cycle = 1e-10, 200
uhf.kernel(dm0=guess)
assert uhf.converged and uhf.e_tot < ray[best] + 1e-8
dens = uhf.make_rdm1()
spin_by_ao = np.einsum("pq,qp->p", dens[0] - dens[1], uhf.get_ovlp())
spins = [spin_by_ao[s[2]:s[3]].sum() for s in far.mol.aoslice_by_atom()[:6]]
print("following the triplet mode at C-C 1.60 angstrom:")
print(f"  RHF total energy: {EV * far.rhf.e_tot:.4f} eV")
print(f"  best step along the mode (grid of 0.1): {steps[best]:.1f}")
print(f"  energy change at that step: {EV * (ray[best] - far.rhf.e_tot):.4f} eV")
print(f"  UHF minus RHF energy: {EV * (uhf.e_tot - far.rhf.e_tot):.4f} eV")
print(f"  UHF <S^2> (units of hbar^2): {uhf.spin_square()[0]:.4f}")
print("  carbon spin populations, alpha minus beta electrons: "
      + " ".join(f"{s:.3f}" for s in spins))
print("done: every assertion held")
```

Running it gives:

```
Fock-space test, largest error in A and B (model units): 1.0e-15
benzene RHF/STO-3G, chosen C-H length: 1.09 angstrom
lowest eigenvalues in eV: real singlet, real triplet, imaginary
  C-C 1.10 angstrom:   10.5595     3.8049    11.8136
  C-C 1.20 angstrom:    8.7905     1.6006    10.0425
  C-C 1.30 angstrom:    7.2762    -0.3976     8.5205
  C-C 1.40 angstrom:    5.9779    -2.2002     7.2083
  C-C 1.50 angstrom:    4.8670    -3.8206     6.0770
  C-C 1.60 angstrom:    3.9195    -5.2711     5.1038
spatial particle-hole pairs: 315
pi-space full matrix dimension: 72
pi-space spectrum, largest mismatch: 2.7e-14 eV
pi-space lowest (real singlet, real triplet, imaginary): 6.0159, -1.6389, 7.2239 eV
eight-channel curvature test, largest error: 1.6e-07 eV
random mixed direction, E2 from energies: 110.2381 eV
random mixed direction, E2 from matrices: 110.2381 eV
lowest real triplet mode at C-C 1.40 angstrom:
  HOMO-LUMO gap: 14.8446 eV
  mean orbital gap in the mode: 16.7994 eV
  term -(ab|ij): -13.4557 eV
  term -(aj|bi): -5.5438 eV
  sum, the eigenvalue: -2.2002 eV
  extra singlet term 4(ai|bj) in this mode: 17.9172 eV
  pi to pi* weight: 0.9737
triplet onset at C-C length: 1.2793 angstrom
energy curvature E2 at the onset: 1.1e-05 eV
following the triplet mode at C-C 1.60 angstrom:
  RHF total energy: -6194.6661 eV
  best step along the mode (grid of 0.1): 1.2
  energy change at that step: -3.4226 eV
  UHF minus RHF energy: -3.4831 eV
  UHF <S^2> (units of hbar^2): 2.0839
  carbon spin populations, alpha minus beta electrons: 1.232 -1.232 1.232 -1.232 1.232 -1.232
done: every assertion held
```
